# Two-denominator angular integrals in d dimensions: closed forms and recursion: test program

```python
"""Angular integrals with two denominators in d = 4 - 2 eps dimensions.

Result under test: I(a,b) = < (p1.k)^-a (p2.k)^-b >, averaged over the unit
sphere of n in d-1 dimensions, with k = (1,n), p_i = (1,v_i), beta_i = |v_i|,
m_i = 1 - beta_i^2, s = 1 - v1.v2 and h = (d-2)/2 = 1 - eps, is
  * an Appell F1 function if p1 is massless,
  * a Gauss 2F1 function if both are massless,
  * a finite sum of one-massless-leg integrals if both are massive,
and higher integer powers follow by recursion from 1, I(1,0), I(0,1), I(1,1).
The reference values are direct Gauss-Jacobi quadratures over the sphere.
All quantities are dimensionless.
"""
from functools import lru_cache
from math import comb
import numpy as np
from mpmath import mp
from scipy.special import roots_jacobi, beta as beta_function

mp.dps = 25


def sphere_average(a, b, beta1, beta2, cos_chi, h, n=120):
    """Direct quadrature; a massless first leg is put into the weight."""
    absorbed = a if beta1 == 1 else 0
    c, wc = roots_jacobi(n, h - 1 - absorbed, h - 1)
    y, wy = roots_jacobi(n, h - 1.5, h - 1.5)
    wc = wc / (2**(2*h - 1) * beta_function(h, h))
    wy = wy / wy.sum()
    sin_chi = np.sqrt(1 - cos_chi**2)
    first = (1 - beta1*c)**(-(a - absorbed))
    along = (c*cos_chi)[:, None] + np.sqrt(1 - c**2)[:, None]*sin_chi*y
    second = (1 - beta2*along)**(-b)
    return float((wc*first) @ second @ wy)


def appell_f1(b, b1, b2, c, x, y):
    """Appell F1 as a single series in x of Gauss functions of y."""
    total, coefficient = mp.mpf(0), mp.mpf(1)
    for m in range(3000):
        term = coefficient*mp.hyp2f1(b + m, b2, c + m, y)
        total += term
        if m > 15 and abs(term) < mp.mpf(10)**(-18)*abs(total):
            return total
        coefficient *= (b + m)*(b1 + m)*x/((c + m)*(m + 1))
    raise RuntimeError("Appell series did not converge")


def massless_leg(a, h):
    h = mp.mpf(h)
    return (mp.gamma(h - a)*mp.gamma(2*h)
            / (2**a*mp.gamma(h)*mp.gamma(2*h - a)))


def massive_leg(a, beta, h):
    return mp.hyp2f1(mp.mpf(a)/2, mp.mpf(a + 1)/2, h + 0.5, beta**2)


def one_massless(a, b, s, beta, h):
    """Massless leg of power a, massive leg of power b; convergent form."""
    s, beta, h = mp.mpf(s), mp.mpf(beta), mp.mpf(h)
    f = appell_f1(b, a, h - a, 2*h - a, 1 - s/(1 + beta), 2*beta/(1 + beta))
    return massless_leg(a, h)*(1 + beta)**(-b)*f


def one_massless_symmetric(a, b, s, beta, h):
    """Same integral with the two symmetric arguments z+ and z-."""
    s, beta, h = mp.mpf(s), mp.mpf(beta), mp.mpf(h)
    zp, zm = 1 - (1 + beta)/s, 1 - (1 - beta)/s
    return (massless_leg(a, h)*s**(-b)
            * appell_f1(b, h - a, h - a, 2*h - a, zp, zm))


def both_massless(a, b, s, h):
    h, s = mp.mpf(h), mp.mpf(s)
    factor = (mp.gamma(h - a)*mp.gamma(h - b)*mp.gamma(2*h)
              / (2**(a + b)*mp.gamma(h)**2*mp.gamma(2*h - a - b)))
    return factor*mp.hyp2f1(a, b, h, 1 - s/2)


def splitting_parameter(m1, m2, s):
    root = np.sqrt(s*s - m1*m2)
    return m1/(root - s + m1), root


def split_terms(a, b, beta1, beta2, s, h):
    """Terms of the two-mass splitting, first-leg group and second-leg group."""
    lam, root = splitting_parameter(1 - beta1**2, 1 - beta2**2, s)
    s13, s23 = lam*root, (lam - 1)*root
    group1 = [comb(b - 1 + i, i)*(1 - lam)**i*lam**b
              * one_massless(b + i, a - i, s13, beta1, h) for i in range(a)]
    group2 = [comb(a - 1 + j, j)*(1 - lam)**a*lam**j
              * one_massless(a + j, b - j, s23, beta2, h) for j in range(b)]
    return group1, group2


def make_reduction(m1, m2, s, h, i10, i01, i11):
    """Recursive reduction of I(a,b) to the four master integrals."""
    gram = s*s - m1*m2

    def single(power, mass, master):
        if power == 0:
            return 1
        if power == 1:
            return master
        if mass == 0:
            return (2*h - power)/(2*(h - power))*single(power - 1, mass, master)
        q = power - 1
        return ((2*q - 2*h)*single(q, mass, master)
                + (2*h - q)*single(q - 1, mass, master))/(q*mass)

    @lru_cache(None)
    def value(a, b):
        if b == 0:
            return single(a, m1, i10)
        if a == 0:
            return single(b, m2, i01)
        if (a, b) == (1, 1):
            return i11
        raise_first = a > 1
        q, r = (a - 1, b) if raise_first else (a, b - 1)
        rhs1 = ((2*q + r - 2*h)*value(q, r) + (2*h - q - r)*value(q - 1, r)
                + r*value(q - 1, r + 1))
        rhs2 = ((2*r + q - 2*h)*value(q, r) + (2*h - q - r)*value(q, r - 1)
                + q*value(q + 1, r - 1))
        if raise_first:
            return (s*rhs2 - m2*rhs1)/(q*gram)
        return (s*rhs1 - m1*rhs2)/(r*gram)
    return value


def check(value, reference, tolerance, name):
    error = abs(float(value)/float(reference) - 1)
    assert error < tolerance, (name, float(value), float(reference), error)


def show(label, value):
    print(f"{label} = {float(value):.8g} (dimensionless)")


# Input of the worked example
beta1, beta2, angle_degrees = 0.9, 0.6, 60.0
cos_chi = np.cos(np.radians(angle_degrees))
m1, m2 = 1 - beta1**2, 1 - beta2**2
s = 1 - beta1*beta2*cos_chi
lam, root = splitting_parameter(m1, m2, s)
show("beta1", beta1)
show("beta2", beta2)
print(f"opening angle = {angle_degrees:.1f} degrees")
show("m1", m1)
show("m2", m2)
show("s", s)
show("R = sqrt(s^2-m1*m2)", root)
show("lambda", lam)

# The auxiliary direction really is massless and has the stated products
v1 = np.array([beta1, 0.0])
v2 = beta2*np.array([cos_chi, np.sqrt(1 - cos_chi**2)])
v3 = (1 - lam)*v1 + lam*v2
s13, s23 = 1 - v1 @ v3, 1 - v2 @ v3
check(v3 @ v3, 1, 1e-12, "massless auxiliary direction")
check(s13, lam*root, 1e-12, "p1.p3")
check(s23, (lam - 1)*root, 1e-12, "p2.p3")
show("p1.p3", s13)
show("p2.p3", s23)
show("pole weight lambda/(p1.p3)", lam/s13)
show("pole weight (1-lambda)/(p2.p3)", (1 - lam)/s23)
assert abs(lam/s13 + (1 - lam)/s23) < 1e-11

# One-denominator averages, massive and massless
for power, h in ((1, 0.9), (3, 1.3)):
    check(massive_leg(power, beta1, h),
          sphere_average(power, 0, beta1, beta2, cos_chi, h), 1e-9, "massive leg")
check(massless_leg(2, 2.6), sphere_average(2, 0, 1, beta2, cos_chi, 2.6),
      1e-8, "massless leg")

# One massless leg: both Appell forms against quadrature
s_mixed = 1 - beta2*cos_chi
show("mixed case: s for massless p1 and beta2", s_mixed)
for a, b, h, cosine in ((1, 1, 1.1, cos_chi), (2, 3, 2.6, cos_chi),
                        (1, 2, 1.4, -0.3)):
    s_here = 1 - beta2*cosine
    direct = sphere_average(a, b, 1, beta2, cosine, h)
    closed = one_massless(a, b, s_here, beta2, h)
    check(closed, direct, 1e-7, "one massless leg")
    if (1 + beta2)/s_here < 1.9:
        check(one_massless_symmetric(a, b, s_here, beta2, h), direct, 1e-7,
              "symmetric Appell form")
    tag = f"mixed I({a},{b}), d={2*h+2:.1f}, cos={cosine:.1f}"
    show(tag + ", closed", closed)
    show(tag + ", quadrature", direct)

# Both massless: quadrature has an endpoint singularity, hence 1e-6
h = 3.2
s_null = 1 - cos_chi
null_closed = both_massless(2, 1, s_null, h)
null_direct = sphere_average(2, 1, 1, 1, cos_chi, h, n=300)
check(null_closed, null_direct, 1e-6, "both massless")
check(one_massless(2, 1, s_null, 1, h), null_closed, 1e-12, "massless limit")
show("massless I(2,1), d=8.4, closed", null_closed)
show("massless I(2,1), d=8.4, quadrature", null_direct)

# Both massive: splitting below four dimensions, by analytic continuation
h = 0.9
for a, b in ((1, 1), (2, 3)):
    group1, group2 = split_terms(a, b, beta1, beta2, s, h)
    closed = sum(group1) + sum(group2)
    direct = sphere_average(a, b, beta1, beta2, cos_chi, h)
    check(closed, direct, 1e-8, "two-mass splitting")
    tag = f"massive I({a},{b}), d=3.8"
    show(tag + ", p1 group", sum(group1))
    show(tag + ", p2 group", sum(group2))
    show(tag + ", sum", closed)
    show(tag + ", quadrature", direct)
    if (a, b) == (1, 1):
        master11 = closed
reduced = make_reduction(m1, m2, s, h, massive_leg(1, beta1, h),
                         massive_leg(1, beta2, h), master11)
check(reduced(2, 3), direct, 1e-8, "recursion below four dimensions")
show("massive I(2,3), d=3.8, recursion", reduced(2, 3))

# Recursion with a massless first leg
h = 3.4
mixed = make_reduction(0, m2, s_mixed, h, massless_leg(1, h),
                       massive_leg(1, beta2, h),
                       one_massless(1, 1, s_mixed, beta2, h))
mixed_direct = sphere_average(2, 3, 1, beta2, cos_chi, h)
check(mixed(2, 3), mixed_direct, 1e-8, "recursion with a massless leg")
show("mixed I(2,3), d=8.8, recursion", mixed(2, 3))
show("mixed I(2,3), d=8.8, quadrature", mixed_direct)

# Expansion about four dimensions: finite part of s*I(1,1)
finite_mixed = 1 + 0.5*np.log(s_mixed**2/m2)
finite_null = 2 + np.log(s_null/2)
errors_mixed, errors_null = [], []
for eps in (mp.mpf("-0.001"), mp.mpf("-0.0001")):
    rest_mixed = (s_mixed*one_massless(1, 1, s_mixed, beta2, 1 - eps)
                  + 1/(2*eps))
    rest_null = s_null*both_massless(1, 1, s_null, 1 - eps) + 1/eps
    errors_mixed.append(abs(float(rest_mixed - finite_mixed)))
    errors_null.append(abs(float(rest_null - finite_null)))
for errors in (errors_mixed, errors_null):
    assert errors[1] < 1e-3 and errors[1] < 0.2*errors[0], errors
show("mixed finite part, formula", finite_mixed)
show("mixed finite part, eps=-0.0001", rest_mixed)
show("massless finite part, formula", finite_null)
show("massless finite part, eps=-0.0001", rest_null)

# Four dimensions: logarithm, higher powers and soft-photon weight
log11 = np.log((s + root)/(s - root))/(2*root)
four = make_reduction(m1, m2, s, 1.0, np.arctanh(beta1)/beta1,
                      np.arctanh(beta2)/beta2, log11)
show("d=4 I(1,0)", four(1, 0))
show("d=4 I(0,1)", four(0, 1))
for a, b in ((1, 1), (2, 1), (1, 2), (2, 2), (3, 2)):
    direct = sphere_average(a, b, beta1, beta2, cos_chi, 1.0)
    check(four(a, b), direct, 1e-9, "four-dimensional reduction")
    show(f"d=4 I({a},{b}), reduced", four(a, b))
show("d=4 I(3,2), quadrature", direct)
eikonal = 2*s*log11 - 2
eikonal_direct = (2*s*sphere_average(1, 1, beta1, beta2, cos_chi, 1.0)
                  - m1*sphere_average(2, 0, beta1, beta2, cos_chi, 1.0)
                  - m2*sphere_average(0, 2, beta1, beta2, cos_chi, 1.0))
check(eikonal, eikonal_direct, 1e-9, "eikonal average")
show("d=4 mean eikonal weight, formula", eikonal)
show("d=4 mean eikonal weight, quadrature", eikonal_direct)
print("every check passed")
```

Printed output:

```
beta1 = 0.9 (dimensionless)
beta2 = 0.6 (dimensionless)
opening angle = 60.0 degrees
m1 = 0.19 (dimensionless)
m2 = 0.64 (dimensionless)
s = 0.73 (dimensionless)
R = sqrt(s^2-m1*m2) = 0.64132675 (dimensionless)
lambda = 1.8751218 (dimensionless)
p1.p3 = 1.2025658 (dimensionless)
p2.p3 = 0.56123904 (dimensionless)
pole weight lambda/(p1.p3) = 1.5592676 (dimensionless)
pole weight (1-lambda)/(p2.p3) = -1.5592676 (dimensionless)
mixed case: s for massless p1 and beta2 = 0.7 (dimensionless)
mixed I(1,1), d=4.2, cos=0.5, closed = 8.3523975 (dimensionless)
mixed I(1,1), d=4.2, cos=0.5, quadrature = 8.3523975 (dimensionless)
mixed I(2,3), d=7.2, cos=0.5, closed = 8.6719943 (dimensionless)
mixed I(2,3), d=7.2, cos=0.5, quadrature = 8.6719943 (dimensionless)
mixed I(1,2), d=4.8, cos=-0.3, closed = 2.3278152 (dimensionless)
mixed I(1,2), d=4.8, cos=-0.3, quadrature = 2.3278152 (dimensionless)
massless I(2,1), d=8.4, closed = 3.6728118 (dimensionless)
massless I(2,1), d=8.4, quadrature = 3.6728118 (dimensionless)
massive I(1,1), d=3.8, p1 group = -4.4869438 (dimensionless)
massive I(1,1), d=3.8, p2 group = 6.7635185 (dimensionless)
massive I(1,1), d=3.8, sum = 2.2765747 (dimensionless)
massive I(1,1), d=3.8, quadrature = 2.2765747 (dimensionless)
massive I(2,3), d=3.8, p1 group = -13.49961 (dimensionless)
massive I(2,3), d=3.8, p2 group = 34.398451 (dimensionless)
massive I(2,3), d=3.8, sum = 20.898841 (dimensionless)
massive I(2,3), d=3.8, quadrature = 20.898841 (dimensionless)
massive I(2,3), d=3.8, recursion = 20.898841 (dimensionless)
mixed I(2,3), d=8.8, recursion = 4.2018048 (dimensionless)
mixed I(2,3), d=8.8, quadrature = 4.2018048 (dimensionless)
mixed finite part, formula = 0.86646861 (dimensionless)
mixed finite part, eps=-0.0001 = 0.86644655 (dimensionless)
massless finite part, formula = 0.61370564 (dimensionless)
massless finite part, eps=-0.0001 = 0.61362233 (dimensionless)
d=4 I(1,0) = 1.6357994 (dimensionless)
d=4 I(0,1) = 1.1552453 (dimensionless)
d=4 I(1,1), reduced = 2.1350861 (dimensionless)
d=4 I(2,1), reduced = 7.3772502 (dimensionless)
d=4 I(1,2), reduced = 3.1450803 (dimensionless)
d=4 I(2,2), reduced = 11.096044 (dimensionless)
d=4 I(3,2), reduced = 58.915313 (dimensionless)
d=4 I(3,2), quadrature = 58.915313 (dimensionless)
d=4 mean eikonal weight, formula = 1.1172258 (dimensionless)
d=4 mean eikonal weight, quadrature = 1.1172258 (dimensionless)
every check passed
```
